# How many 112-atom InGaZnO4 cells fix a sixfold-indium fraction?

## Problem

Amorphous InGaZnO\(_4\) is modelled by separate periodic cells of 112 atoms, each melted and quenched on its own. In every cell the oxygen neighbours of each indium atom are counted within a fixed In–O cutoff distance. An indium atom with six such neighbours is called sixfold. The fraction of sixfold indium, pooled over all cells, is expected to lie near one half.

(a) How many cells are needed for a standard error of 0.01 in this fraction, if the indium sites are independent?

(b) How does the number change if sites in the same cell are correlated, and what happens if the cells themselves are correlated?

(c) How far may the cutoff be moved before the choice of cutoff could matter as much as the sampling error?

## Solution

### What is averaged

The formula unit has \(1+1+1+4=7\) atoms, so a stoichiometric cell holds \(112/7=16\) formula units and \(n=16\) indium atoms. Give indium site \(i\) a label \(b_i\), equal to 1 if the site is sixfold and 0 otherwise. Let \(p\) be the probability that \(b_i=1\). It refers to the ensemble of cells made by one fixed recipe: the same interatomic forces, cell size, density, quench schedule and cutoff.

The fraction in one cell and the estimate from \(M\) cells are

\[
f=\frac1n\sum_{i=1}^{n}b_i,\qquad
\bar f=\frac1M\sum_{m=1}^{M}f_m .
\]

Both have mean \(p\). The standard error is the standard deviation of \(\bar f\) over imagined repetitions of the whole set of \(M\) quenches.

### (a) Independent sites

Since \(b\) is either 0 or 1, \(b^2=b\). Hence

\[
\operatorname{Var}b=\langle b^2\rangle-\langle b\rangle^2=p-p^2=p(1-p).
\]

Variances of independent quantities add, and a factor \(1/n\) in front of a sum enters its variance squared. For one cell this gives

\[
\sigma^2\equiv\operatorname{Var}f=\frac{1}{n^2}\,n\,p(1-p)=\frac{p(1-p)}{n}.
\]

The same argument applied to \(M\) independent cells gives

\[
\operatorname{Var}\bar f=\frac{\sigma^2}{M}=\frac{p(1-p)}{nM}.
\]

Call the target standard error \(\varepsilon\). The condition \(\operatorname{Var}\bar f\le\varepsilon^2\) becomes

\[
M\ge\frac{p(1-p)}{n\,\varepsilon^2}.
\]

With \(p=1/2\), \(n=16\) and \(\varepsilon=0.01\),

\[
M\ge\frac{0.25}{16\times10^{-4}}=156.25 .
\]

Cells come in whole numbers, so **157 cells** are needed. They contain 2512 indium sites and 17 584 atoms. The standard error is 0.010008 with 156 cells and 0.009976 with 157, so the last cell matters only for meeting the target to the letter. A single cell has a standard error of \(\sqrt{0.25/16}=0.125\), and ten cells have 0.040. Ten cells therefore cannot reliably separate a fraction of 0.50 from one of 0.54, which is only about one standard error away.

The phrase "near one half" is precise enough, because

\[
p(1-p)=\frac14-\left(p-\frac12\right)^2
\]

is flat at its maximum. At \(p=0.4\) the requirement is 150 cells, and at \(p=0.3\) it is 132. If \(p\) is not known beforehand, the value 1/2 gives a number of cells that suffices for any \(p\), as long as the sites are independent.

A standard error of 0.01 does not promise an error below 0.01. At \(p=1/2\) the pooled count of sixfold sites has mean 1256 and standard deviation \(\sqrt{2512}/2\approx25.1\). Summing the binomial distribution gives a probability of 0.691 that \(\bar f\) lies within 0.01 of \(p\), and 0.956 that it lies within 0.02. To have about 95 % probability of lying within 0.01, the standard error must be roughly halved, which takes about four times as many cells.

### (b) Correlated sites in one cell

Neighbouring indium atoms can share oxygen atoms, and all atoms in a cell share one quench. Independence is therefore an assumption about the material and the recipe. Let \(\rho\) be the correlation coefficient of two different sites in a cell, averaged over all pairs. There are \(n\) variance terms and \(n(n-1)\) ordered covariance terms in the variance of the sum, so

\[
\operatorname{Var}f=\frac{p(1-p)}{n^2}\bigl[n+n(n-1)\rho\bigr]
=\frac{p(1-p)}{n}\,D,\qquad D=1+(n-1)\rho .
\]

The required number of cells is multiplied by \(D\) before rounding up. With \(n-1=15\), a mean correlation of only 0.01 already adds 15 %.

Two limits show the range. If all sites of a cell carry the same label, \(\rho=1\) and \(D=n\): each cell then counts as one site, and 2500 cells are needed at \(p=1/2\). In the other direction a variance cannot be negative, so \(\rho\ge-1/(n-1)\). At that bound \(D=0\), every cell has the same fraction, and one cell is enough. The bound can be reached only if \(np\) is a whole number, as it is at \(p=1/2\).

**Neighbour coupling.** A simple model with either sign of correlation places the \(n\) sites on a ring. Write \(s_i=2b_i-1=\pm1\) and give each pattern the weight \(\exp(K\sum_i s_is_{i+1})\), where \(K\) is a dimensionless coupling. Reversing all \(s_i\) leaves the weight unchanged, so \(\langle s_i\rangle=0\) and \(p=1/2\). Because \(b_i\) is a linear function of \(s_i\) with positive slope, the correlation coefficients of the labels are \(\langle s_is_j\rangle\).

The product \(s_is_{i+1}\) is \(\pm1\), so each factor of the weight can be written as

\[
e^{Ks_is_{i+1}}=\cosh K\,(1+t\,s_is_{i+1}),\qquad t=\tanh K .
\]

Multiply out the \(n\) brackets and sum over all patterns. A term survives only if every \(s_i\) occurs an even number of times. Without further factors, this leaves the term with no bond and the term with all \(n\) bonds, in total \(1+t^n\). With an extra factor \(s_is_{i+d}\), the chosen bonds must join the two sites, either by the path of \(d\) bonds or by the other path of \(n-d\) bonds. The common factors cancel in the ratio, and

\[
\langle s_is_{i+d}\rangle=\frac{t^d+t^{\,n-d}}{1+t^n}.
\]

For a given site, the sum of its correlations with the other \(n-1\) sites equals \((n-1)\rho\). As \(d\) runs from 1 to \(n-1\), both terms in the numerator give the same geometric sum, so

\[
D=1+\frac{2}{1+t^n}\sum_{d=1}^{n-1}t^d
=1+\frac{2(t-t^n)}{(1-t)(1+t^n)} .
\]

Over the common denominator the numerator is

\[
(1-t)(1+t^n)+2t-2t^n=1+t-t^n-t^{n+1}=(1+t)(1-t^n),
\]

and therefore

\[
D=\frac{1+t}{1-t}\;\frac{1-t^n}{1+t^n}.
\]

For \(|t|=0.1\) and \(n=16\) the second fraction is 1 to far more digits than needed. Then \(t=+0.1\) gives \(D=1.1/0.9=1.222\) and \(156.25\times1.1/0.9=190.97\), so 191 cells are needed. For \(t=-0.1\), \(D=0.9/1.1=0.818\) and 128 cells suffice. An enumeration of all \(2^{16}\) patterns was used as a test and gives the same two values of \(D\). In this model, a preference for like neighbours makes the cell fraction fluctuate more, and a preference for unlike neighbours makes the fluctuations partly cancel within the cell. With couplings of longer range, the sign of the nearest-neighbour correlation alone does not decide this, because \(D\) depends on the correlations of all pairs.

**Differences between quenches.** Correlation can also come from a condition shared by the whole cell. Suppose that the sixfold probability \(q\) differs from cell to cell, with mean \(p\) and standard deviation \(s\), and that sites are independent once \(q\) is given. The variance of \(f\) is the mean of its variance at fixed \(q\) plus the variance of its mean at fixed \(q\):

\[
\operatorname{Var}f=\frac{\langle q(1-q)\rangle}{n}+s^2 .
\]

Since \(\langle q^2\rangle=p^2+s^2\), the average in the first term is \(p(1-p)-s^2\). Thus

\[
\operatorname{Var}f=\frac{p(1-p)}{n}+s^2\left(1-\frac1n\right)
=\frac{p(1-p)}{n}\left[1+(n-1)\frac{s^2}{p(1-p)}\right].
\]

Comparison with \(D\) gives \(\rho=s^2/[p(1-p)]\), which is never negative. For \(s=0.05\) and \(p=1/2\), \(\rho=0.0025/0.25=0.01\) and \(D=1.15\). The requirement becomes \(156.25\times1.15=179.7\), hence 180 cells.

The cases are collected here, all for 16 indium atoms per cell, a standard error of 0.01 and independent cells.

| Case | \(p\) | \(D\) | Cells |
|---|---:|---:|---:|
| Independent sites | 0.5 | 1 | 157 |
| Independent sites | 0.4 | 1 | 150 |
| Independent sites | 0.3 | 1 | 132 |
| Ring, \(t=+0.1\) | 0.5 | 1.222 | 191 |
| Ring, \(t=-0.1\) | 0.5 | 0.818 | 128 |
| Cell spread \(s=0.05\) | 0.5 | 1.150 | 180 |

### Can the cells reveal their own \(D\)?

The sample variance of the cell fractions,

\[
S^2=\frac{1}{M-1}\sum_m(f_m-\bar f)^2,
\]

estimates \(\operatorname{Var}f\) without assuming independent sites within a cell. Dividing it by \(\bar f(1-\bar f)/n\) estimates \(D\). To see how sharp this check is, set \(y_m=f_m-p\) and separate the squares from the cross terms:

\[
S^2=\frac1M\sum_m y_m^2-\frac{1}{M(M-1)}\sum_{m\ne l}y_my_l .
\]

Let \(\kappa=\langle y^4\rangle/\sigma^4-3\) be the excess kurtosis of one cell. The first term has variance \((\langle y^4\rangle-\sigma^4)/M=\sigma^4(\kappa+2)/M\). The double sum is twice a sum over \(M(M-1)/2\) uncorrelated pairs, each of variance \(\sigma^4\), so the second term has variance \(2\sigma^4/[M(M-1)]\). The two terms are uncorrelated, because each product of a square with a cross term contains a factor \(y\) of zero mean. Adding them,

\[
\frac{\operatorname{Var}S^2}{\sigma^4}
=\frac{\kappa}{M}+\frac2M\left(1+\frac1{M-1}\right)
=\frac{\kappa}{M}+\frac{2}{M-1}.
\]

For independent sites \(\kappa\) follows from one label. With \(v=p(1-p)\), its fourth central moment is \(p(1-p)^4+(1-p)p^4=v(1-3v)\). For a sum of \(n\) independent labels the fourth central moment is \(nv(1-3v)+3n(n-1)v^2\). Subtracting \(3(nv)^2\) leaves \(nv(1-6v)\), and division by \((nv)^2\) gives

\[
\kappa=\frac{1-6v}{nv}=\frac{1-1.5}{4}=-0.125\quad\text{at }p=\tfrac12 .
\]

For \(M=157\) the relative standard deviation of \(S^2\) is \(\sqrt{2/156-0.125/157}=0.110\). A true \(D\) of 1.22 would stand out by about two such standard deviations, and one of 1.15 by less than one and a half. In a two-sided test at the 5 % level, the first would be detected slightly less than half of the time and the second about a quarter of the time. The full set of cells can expose a strong correlation, but cannot certify independence at the level of a few per cent. A pilot set of ten cells is much less informative still.

### Correlated cells

Now let the fractions of any two cells have correlation coefficient \(r\ge0\). Counting variances and covariances as before,

\[
\operatorname{Var}\bar f=\frac{\sigma^2}{M}\bigl[1+(M-1)r\bigr]
=\sigma^2\left[r+\frac{1-r}{M}\right].
\]

As \(M\) grows, the standard error falls towards \(\sigma\sqrt r\), not towards zero. For \(r=1\), as for repeated snapshots in which no label changes, extra cells add nothing.

Such a correlation can arise if the quenches start from one melt that has not lost the memory of its initial structure. As a model, let each cell copy the labels of a common parent with probability \(a\), and otherwise be drawn afresh. Two cells both copy with probability \(a^2\), in which case their covariance is \(\sigma^2\); otherwise they are independent. The mean is \(p\) in all cases, so \(r=a^2\).

With \(a=0.1\), \(r=0.01\). The bracket for 157 cells is \(1+156\times0.01=2.56\), and the standard error rises by \(\sqrt{2.56}=1.6\) to 0.016. Its floor is \(0.125\times0.1=0.0125\), so in this model no number of cells reaches 0.01.

On average, the scatter between cells gives no warning. From the definition of \(S^2\),

\[
\langle S^2\rangle=\frac{M}{M-1}\bigl(\sigma^2-\operatorname{Var}\bar f\bigr)
=\sigma^2(1-r),
\]

which is 1 % below \(\sigma^2\) here, far inside the 11 % uncertainty that \(S^2\) has for independent cells. This concerns the mean only. For a given parent with fraction \(p+y\), the cells are independent with variance \((1-a)\sigma^2+a(1-a)y^2\), which is \(0.90\,\sigma^2\) at \(y=0\) and \(1.26\,\sigma^2\) at \(y=2\sigma\), and over all parents the relative standard deviation of \(S^2\) is about 17 %. An untypical parent can thus raise \(S^2\) noticeably, but such a rise looks the same as a \(D\) above 1. Exact copies, as in this model, would also show up as repeated label patterns; a partial memory of the melt need not. Independence between cells is best secured in their preparation, by starting structures generated independently of each other or by melting long enough for the memory to vanish.

### (c) The cutoff

More cells do not remove a bias. If the estimate has a bias \(\beta\) relative to a chosen reference, its mean squared error is \(\operatorname{Var}\bar f+\beta^2\). A bias of 0.01 is then as important as the sampling error of 157 cells.

Take a rough film density of 6.0 g/cm\(^3\). With a molar mass of 313.92 g/mol, the 16 formula units occupy 1.390 nm\(^3\), which is a cube of edge 1.12 nm. The 64 oxygen atoms have number density \(\rho_{\rm O}=64/1.390=46.0\) nm\(^{-3}\).

Let the cutoff \(R\) be widened by \(\delta\), and let \(g\) be the In–O pair distribution function, taken as constant across the thin shell. The mean number of oxygen atoms added per indium is the local density \(\rho_{\rm O}g\) times the shell volume:

\[
\Delta N=\rho_{\rm O}\,g\,\frac{4\pi}{3}\bigl[(R+\delta)^3-R^3\bigr].
\]

For chosen values \(R=0.28\) nm, \(\delta=0.01\) nm and \(g=0.2\), the shell volume is 0.01021 nm\(^3\) and \(\Delta N=46.0\times0.2\times0.01021=0.094\).

A site changes its label only if at least one oxygen enters its count. The fraction of such sites cannot exceed the mean number of added oxygens, so the sixfold fraction changes by at most 0.094. This is a bound, not a forecast: fivefold sites that become sixfold offset sixfold sites that become sevenfold. In a test on randomly placed atoms at the same density, where \(g=1\), the same shift added 0.471 oxygens per indium but changed the sixfold fraction by only about 0.02, from 0.12 to 0.14. Such random cells have a mean coordination of 4.2 and no shell structure, so they illustrate the offset and do not predict its size in the glass.

Setting \(\Delta N=0.01\) and solving for \(\delta\) gives

\[
\delta=\left[R^3+\frac{3\times0.01}{4\pi\rho_{\rm O}g}\right]^{1/3}-R\approx0.0011\ \text{nm}.
\]

For these values, a shift of up to about 0.001 nm cannot change the fraction by more than 0.01. The permitted shift is nearly inversely proportional to \(g\), so \(g\) at the cutoff should be read from the simulated cells before this number is used. A larger shift may change the fraction by more than 0.01, and its effect should be found by recounting the same cells with several cutoffs, which needs no new quenches.

### The model beside the real material

The density is a rough value for amorphous InGaZnO\(_4\) films. The sixfold fraction of one half and the values of \(t\), \(s\), \(a\) and \(g\) are illustrations, not properties measured on films or extracted from simulations. The assumption most open to doubt is independence within a cell barely 1.1 nm wide, where indium atoms can share oxygen neighbours. In the two models above, with the chosen values of \(t\) and \(s\), correlation moves the requirement from 157 to between 128 and 191 cells; other correlations could move it further. A deposited film also differs from a simulated quench in its thermal history, and may differ in oxygen content and hydrogen. Those differences can shift \(p\) itself by an amount that this estimate does not determine. With independent sites and independent cells, 157 cells give the sixfold fraction of the chosen simulation recipe with a standard error of at most 0.01. Agreement with a film is a separate question. The computed values are listed in the numerical output below.

## Computed values

```
Atoms per formula unit: 7
Indium atoms per 112-atom cell: 16
Target standard error: 0.01
Indium sites needed at p = 0.5: 2500
Cells before rounding up: 156.25
Cells needed at p = 0.5: 157
Cells needed at p = 0.4: 150
Cells needed at p = 0.3: 132
Standard error, 1 cell: 0.1250
Standard error, 10 cells: 0.0395
Standard error, 156 cells: 0.010008
Standard error, 157 cells: 0.009976
Indium sites in 157 cells: 2512
Atoms in 157 cells: 17584
Chance of error within 0.01: 0.691
Chance of error within 0.02: 0.956
Ring t = +0.1: mean pair correlation +0.0148
Ring t = +0.1: variance factor D 1.222, cells 191
Ring t = -0.1: mean pair correlation -0.0121
Ring t = -0.1: variance factor D 0.818, cells 128
Cell-to-cell spread s of probability: 0.05
Spread model: pair correlation 0.010
Spread model: D 1.150, cells 180
Relative sd of sample variance, formula: 0.110
Relative sd of sample variance, simulated: 0.110
Copying probability a: 0.10
Correlation r between cells: 0.010
Standard error with copying, formula: 0.0160
Standard error with copying, simulated: 0.0161
Error floor with copying, any M: 0.0125
Film density (rough input): 6.0 g/cm3
Molar mass of InGaZnO4: 313.92 g/mol
Cell volume: 1.390 nm3
Cubic cell edge: 1.116 nm
Oxygen number density: 46.0 per nm3
In-O cutoff (chosen): 0.28 nm
Cutoff shift (chosen): 0.01 nm
Pair distribution g at cutoff (chosen): 0.2
Shell volume: 0.01021 nm3
Oxygens crossed per In = bound on change: 0.094
Shift that keeps the bound at 0.01: 0.00110 nm
Random cells (g = 1): oxygens crossed 0.471
Random cells (g = 1): formula 0.470
Random cells: change of sixfold fraction 0.023
```
